\section*{One-loop lepton pair production near threshold: Coulomb and hard parts, part 1}

(Sections cited here and not found follow in the second part.)

\section{The one-loop vertex}

A virtual photon of squared four-momentum $s$ produces a lepton and an antilepton of mass $m$. In units with $\hbar=c=1$, the ratio of the production rate to its lowest-order value is dimensionless, so it depends on the fine-structure constant $\alpha$ and on the speed $\beta$ of each lepton in the centre-of-mass frame. Near threshold two kinds of process can correct the rate. Slow leptons attract each other through the Coulomb potential. With units restored, the quantities in their Schrödinger equation are $\hbar$, $m$, the squared charge and the speed, and the one dimensionless combination they form is $\alpha/\beta$; the mass cancels and the speed of light does not enter separately. At first order in $\alpha$ this process must therefore contribute a number times $\alpha/\beta$. The other process is the exchange of photons with momenta of order $m$. It does not resolve the small speed, and at $\beta=0$ it leaves a number times $\alpha$. The expected form is
\begin{equation}
\frac{\text{rate}}{\text{lowest-order rate}}
=1+A\,\frac{\alpha}{\beta}+B\,\alpha+\dots .
\label{form}
\end{equation}
The loop calculation has to confirm this form and fix the two numbers. They are $A=\pi/2$ and $B=-4/\pi$.

The assumptions are these. There is one lepton flavour, and $\alpha=e^2/4\pi$ and $m$ have their on-shell values. The self-energy of the virtual photon and radiation from the source that creates it are left out; they are counted as part of the source. This is a convention that defines $B$, not a negligible omission: the one-loop self-energy from the same lepton would multiply the rate at threshold by $1-16\alpha/(9\pi)$, a correction of the same order as $B\alpha$. The metric has signature $(+,-,-,-)$. The outgoing momenta are $p_1$ and $p_2$, and each lepton has energy $E$, so that
\begin{equation}
s=4E^2,\qquad m^2=E^2(1-\beta^2).
\end{equation}
It is convenient to set $p'=p_1$ and $p=-p_2$, because the antilepton spinor then obeys $\slashed p\,v=m\,v$, just as $\bar u\,\slashed p'=m\,\bar u$. Two combinations occur throughout,
\begin{equation}
q=p'-p=p_1+p_2,\qquad P=p'+p=p_1-p_2,
\end{equation}
with $q^2=s$, $P\cdot q=p'^2-p^2=0$ and $P^2=4m^2-s=-4E^2\beta^2$.

Lorentz covariance, parity and the Dirac equation reduce the vertex between the spinors to $\gamma^\mu$, $P^\mu$ and $q^\mu$. Current conservation removes $q^\mu$: the contractions $\bar u\slashed q v$ and $P\cdot q$ vanish, while $q^2$ does not. Hence
\begin{equation}
\Gamma^\mu=a\,\gamma^\mu+b\,P^\mu .
\end{equation}
The Gordon identity, $\bar uP^\mu v=\bar u(2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu)v$, shows that $a$ is the sum $F_1+F_2$ of the Dirac and Pauli form factors, with $F_2=-2mb$ and $F_1=a+2mb$.

The rate needs the sum over lepton spins. After integration over the directions of the leptons, the lepton tensor must be proportional to $-g^{\mu\nu}+q^\mu q^\nu/s$, because the current is conserved. For a given source the total rate is thus proportional to $\beta T$, where $\beta$ comes from two-body phase space and
\begin{equation}
T=-g_{\mu\nu}\,\mathrm{Tr}\!\left[(\slashed p_1+m)\Gamma^\mu(\slashed p_2-m)\bar\Gamma^\nu\right],
\end{equation}
with $\bar\Gamma^\nu=a^*\gamma^\nu+b^*P^\nu$. The traces are four-dimensional. The term in $|a|^2$ uses $\gamma^\mu(\slashed p_2-m)\gamma_\mu=-2\slashed p_2-4m$ and has the coefficient $8p_1\!\cdot p_2+16m^2=4s+8m^2$. Each mixed term contains
\begin{equation}
-\mathrm{Tr}\!\left[(\slashed p_1+m)\slashed P(\slashed p_2-m)\right]
=4m\,P\cdot(p_1-p_2)=4mP^2 .
\end{equation}
The term in $|b|^2$ has the coefficient $-P^2(4p_1\!\cdot p_2-4m^2)=-P^2(2s-8m^2)=2P^4$, where $P^4=(P^2)^2$. Together,
\begin{align}
T&=(4s+8m^2)|a|^2+8mP^2\,\mathrm{Re}(ab^*)+2P^4|b|^2\nonumber\\
&=4s|a|^2+8m^2\left|a+\frac{P^2}{2m}b\right|^2 .
\label{spin}
\end{align}
At lowest order $a=1$ and $b=0$. At first order in $\alpha$, then,
\begin{equation}
\frac{T}{T_0}=1+2\,\mathrm{Re}\,\delta a+\frac{8mP^2}{4s+8m^2}\,\mathrm{Re}\,\delta b .
\label{ratio}
\end{equation}
The last term carries a factor $\beta^2$ through $P^2$. It is negligible at threshold provided $\mathrm{Re}\,\delta b$ stays finite there, which will be shown below. The central quantity is the correction to the coefficient of $\gamma^\mu$.

In Feynman gauge let $l$ be the photon momentum, so that the internal lepton momenta are $p'+l$ and $p+l$. Two vertices $ie\gamma$, two lepton propagators with a factor $i$ each, and the photon factor $-i$ combine to $(-e^2)(-1)(-i)=-ie^2$. In $d=4-2\varepsilon$ dimensions, with a mass scale $\mu$ that keeps $e$ dimensionless,
\begin{equation}
\delta\Gamma^\mu=-ie^2\mu^{2\varepsilon}\!\int\!\frac{d^dl}{(2\pi)^d}
\frac{N^\mu}{l^2\,(l^2+2p'\!\cdot l)(l^2+2p\cdot l)},
\end{equation}
where each denominator has the usual $+i0$ and
\begin{equation}
N^\mu=\gamma^\alpha(\slashed p'+\slashed l+m)\gamma^\mu(\slashed p+\slashed l+m)\gamma_\alpha .
\end{equation}
Moving $\slashed p'$ to the left gives $\bar u\gamma^\alpha(\slashed p'+m)=2p'^\alpha\bar u$, and similarly $(\slashed p+m)\gamma_\alpha v=2p_\alpha v$. Thus
\begin{align}
N^\mu&=(2p'^\alpha+\gamma^\alpha\slashed l)\gamma^\mu(2p_\alpha+\slashed l\gamma_\alpha)\nonumber\\
&=4p\cdot p'\gamma^\mu+2\gamma^\mu\slashed l\slashed p'+2\slashed p\slashed l\gamma^\mu\nonumber\\
&\quad+(2-d)(2l^\mu\slashed l-l^2\gamma^\mu).
\label{num}
\end{align}
The last line follows from $\slashed l\gamma^\mu\slashed l=2l^\mu\slashed l-l^2\gamma^\mu$ and $\gamma^\alpha\gamma^\nu\gamma_\alpha=(2-d)\gamma^\nu$.

The three denominators are joined with Feynman parameters $x$ and $y$, which weight the two lepton denominators. The combined denominator is the cube of $(l+xp'+yp)^2-\Delta$, with $\Delta=(xp'+yp)^2-i0$. The useful variables are
\begin{equation}
x=\frac{\rho(1+u)}2,\qquad y=\frac{\rho(1-u)}2,
\end{equation}
with $0\le\rho\le1$ and $-1\le u\le1$. The Jacobian is $\rho/2$, and it meets the factor 2 of the Feynman formula, so the measure is $\rho\,d\rho\,du$. Since $xp'+yp=\rho(P+uq)/2$ and $P\cdot q=0$,
\begin{equation}
\Delta=\frac{\rho^2}{4}(P^2+u^2q^2)-i0=\rho^2E^2w,\qquad w=u^2-\beta^2-i0 .
\end{equation}
The dependence on $\rho$ has separated from the dependence on $u$ and $\beta$.

Now substitute $l=k-\rho(P+uq)/2$ in (\ref{num}). Terms odd in $k$ or in $u$ integrate to zero, and $k^\mu k^\nu$ may be replaced by $k^2g^{\mu\nu}/d$. The term without $l$ is $4p\cdot p'=4m^2-2s=-4E^2(1+\beta^2)$. In the linear terms $\slashed l$ becomes $-\rho\slashed P/2$. Acting on $v$,
\begin{equation}
\slashed P\slashed p'=m^2+\slashed p\slashed p'
=m^2+2p\cdot p'-\slashed p'\slashed p
\to m^2+2p\cdot p'-m\slashed p' .
\end{equation}
Between the spinors $\gamma^\mu\slashed p'=2p'^\mu-\slashed p'\gamma^\mu\to2p'^\mu-m\gamma^\mu$. With $P^2=2m^2+2p\cdot p'$ this gives
\begin{equation}
\gamma^\mu\slashed P\slashed p'\to P^2\gamma^\mu-2mp'^\mu,\qquad
\slashed p\slashed P\gamma^\mu\to P^2\gamma^\mu-2mp^\mu,
\end{equation}
where the second relation is the mirror image of the first. The linear terms add up to $-2\rho P^2\gamma^\mu+2\rho mP^\mu$.

In the quadratic terms $\bar u\slashed qv=0$ and $\bar u\slashed Pv=2m\,\bar uv$. Hence $l^\mu\slashed l\to k^2\gamma^\mu/d+\rho^2mP^\mu/2$, and $l^2\to k^2+\Delta$. Collecting the coefficients of $\gamma^\mu$ and $P^\mu$ gives
\begin{align}
N_a&=4p\cdot p'-2\rho P^2+\frac{(d-2)^2}{d}k^2+(d-2)\Delta,\label{na}\\
N_b&=m\left[2\rho-(d-2)\rho^2\right].\label{nb}
\end{align}

The momentum integrals follow from the rotation $k^0=ik^0_E$, the formula $2A^{-3}=\int_0^\infty t^2e^{-tA}dt$ and a Gaussian integral over the Euclidean momentum:
\begin{align}
\int\!\frac{d^dk}{(2\pi)^d}\frac1{(k^2-\Delta)^3}
&=-\frac{i}{2}\frac{\Gamma(1+\varepsilon)}{(4\pi)^{d/2}}\Delta^{-1-\varepsilon},\\
\int\!\frac{d^dk}{(2\pi)^d}\frac{k^2}{(k^2-\Delta)^3}
&=\frac{id}{4}\frac{\Gamma(\varepsilon)}{(4\pi)^{d/2}}\Delta^{-\varepsilon}.
\end{align}
They hold first for positive $\Delta$; the $-i0$ fixes their continuation to negative $\Delta$. Define
\begin{equation}
K_M=\frac{\alpha}{4\pi}\Gamma(1+\varepsilon)\left(\frac{4\pi\mu^2}{M^2}\right)^{\varepsilon},
\end{equation}
which tends to $\alpha/4\pi$ as $\varepsilon\to0$. With $d-2=2(1-\varepsilon)$ the $k^2$ term gives $(1-\varepsilon)^2/\varepsilon$ times $\Delta^{-\varepsilon}$, and the explicit $\Delta$ in (\ref{na}) gives $-(1-\varepsilon)$ times the same power. Their sum is $(1-\varepsilon)(1-2\varepsilon)/\varepsilon$. Therefore
\begin{align}
\delta a&=K_E\!\int_0^1\!\rho\,d\rho\!\int_{-1}^1\!du\,
\Big\{\frac{(1-\varepsilon)(1-2\varepsilon)}{\varepsilon}\rho^{-2\varepsilon}w^{-\varepsilon}\nonumber\\
&\quad+\left[2(1+\beta^2)-4\rho\beta^2\right]\rho^{-2-2\varepsilon}w^{-1-\varepsilon}\Big\}.
\end{align}
The $\rho$ integrals are
\begin{equation}
\int_0^1\!\rho^{1-2\varepsilon}d\rho=\frac1{2(1-\varepsilon)},\quad
\int_0^1\!\rho^{-1-2\varepsilon}d\rho=-\frac1{2\varepsilon},\quad
\int_0^1\!\rho^{-2\varepsilon}d\rho=\frac1{1-2\varepsilon}.
\end{equation}
The second converges for $\varepsilon<0$. Its pole is infrared, since small $\rho$ gives most weight to the photon denominator. The explicit $1/\varepsilon$ in front of $w^{-\varepsilon}$ is ultraviolet. Both are continued to a common $\varepsilon$. The result is
\begin{align}
\delta a&=K_E\left\{\frac{1-2\varepsilon}{2\varepsilon}J_0
-\left[\frac{1+\beta^2}{\varepsilon}+\frac{4\beta^2}{1-2\varepsilon}\right]J_1\right\},\label{da}\\
J_0&=\int_{-1}^1w^{-\varepsilon}du,\qquad J_1=\int_{-1}^1w^{-1-\varepsilon}du .
\end{align}

The coefficient $\delta b$ has no pole. At $\varepsilon=0$ equation (\ref{nb}) gives the factor $\int_0^1(2-2\rho)\,d\rho=1$, hence
\begin{equation}
\delta b=-\frac{\alpha}{8\pi}\frac{m}{E^2}\int_{-1}^1\frac{du}{u^2-\beta^2-i0}.
\end{equation}
The real part of the integral is $\beta^{-1}\ln[(1-\beta)/(1+\beta)]=-2+O(\beta^2)$. So $\mathrm{Re}\,\delta b\to\alpha/(4\pi m)$ at threshold, which is finite, and the last term of (\ref{ratio}) tends to $-\alpha\beta^2/(3\pi)$. It can be dropped.

The external lepton lines still have to be normalized. Differentiating a propagator with respect to its momentum inserts a vertex at zero momentum transfer: with $S=(\slashed p-m)^{-1}$, $\partial S/\partial p_\mu=-S\gamma^\mu S$. Applied to the one-loop self-energy $\Sigma$, this gives $\delta\Gamma^\mu(p,p)=-\partial\Sigma/\partial p_\mu$, which is the Ward identity. On the mass shell the right side equals $-\Sigma'(m)\gamma^\mu$. The inverse propagator is $\slashed p-m_0-\Sigma$, where $m_0$ is the bare mass, so its pole has residue $1+\Sigma'(m)=1-\delta F_1(0)$. Each of the two external lines supplies the square root of this residue, and the normalized coefficient is $1+\delta a-\delta F_1(0)$.

The subtraction is found from the same numerators at $q=0$. There $P^2=4m^2$, $p\cdot p'=m^2$, $\Delta=\rho^2m^2$, and $\bar uP^\mu u=2m\,\bar u\gamma^\mu u$, so the sum $N_a+2mN_b$ is needed. Apart from its $k^2$ term it equals $m^2[4-4\rho-(d-2)\rho^2]$. The $u$ integral gives 2, and
\begin{align}
\delta F_1(0)&=2K_m\left\{\frac{1-\varepsilon}{2\varepsilon}+\frac1\varepsilon
+\frac2{1-2\varepsilon}+\frac12\right\}\nonumber\\
&=K_m\left\{\frac3\varepsilon+\frac4{1-2\varepsilon}\right\}.
\label{static}
\end{align}
The four terms in the first line come, in order, from $k^2$, from $4$, from $-4\rho$ and from $-(d-2)\rho^2$.

The one-loop correction to the rate near threshold has been reduced to $2\,\mathrm{Re}[\delta a-\delta F_1(0)]$, with $\delta F_1(0)$ known and $\delta a$ expressed through the two integrals $J_0$ and $J_1$. It remains to evaluate these integrals for small $\beta$, to confirm the form (\ref{form}) with its two numbers, and to treat the Coulomb attraction to all orders when $\beta$ is comparable with $\alpha$.
